\section*{Persson's error-function law for real contact area and its low-load slope}

A rigid rough surface is pressed by a mean pressure $p_0$ against an initially flat elastic half-space that occupies $z>0$. The height $h(\mathbf x)$ of the rough surface has zero mean and is counted positive towards the solid. It is a homogeneous Gaussian random field with rms gradient $g$, defined with both in-plane components, $g^2=\langle|\nabla h|^2\rangle$. The solid has Young modulus $E$, Poisson ratio $\nu$, shear modulus $\mu=E/[2(1+\nu)]$ and plane-strain modulus $E^*=E/(1-\nu^2)$. Pressure is positive in compression, $A_0$ is the nominal area and $A$ the area in real contact. Slopes are small, and there is neither friction nor adhesion. Under these assumptions Persson's theory gives
\begin{equation}
\frac{A}{A_0}=\operatorname{erf}\!\left(\frac{\sqrt2\,p_0}{E^*g}\right),\qquad
\frac{A}{A_0}\simeq\sqrt{\frac8\pi}\,\frac{p_0}{E^*g}\quad(p_0\ll E^*g).
\label{law}
\end{equation}
The theory contains one approximation beyond linear elasticity, identified below where it enters.

The first ingredient is the response of the half-space to a surface pressure $s\cos qx$ without shear traction. Consider the displacements
\begin{align}
u_x&=-\frac{s}{2\mu q}(1-2\nu-qz)\,e^{-qz}\sin qx,\\
u_z&=\frac{s}{2\mu q}\,[2(1-\nu)+qz]\,e^{-qz}\cos qx .
\end{align}
Their divergence is $\nabla\!\cdot\!\mathbf u=-(s/\mu)(1-2\nu)e^{-qz}\cos qx$. A function $(a+bz)e^{-qz}$ times $\sin qx$ or $\cos qx$ has the Laplacian $-2qb\,e^{-qz}$ times the same factor, and $b=s/2\mu$ in both components. Hence $\mu\nabla^2u_z=-sq\,e^{-qz}\cos qx$ and $\mu\nabla^2u_x=-sq\,e^{-qz}\sin qx$. Equilibrium requires $\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla(\nabla\!\cdot\!\mathbf u)=0$ with $\lambda=2\mu\nu/(1-2\nu)$, so that $\lambda+\mu=\mu/(1-2\nu)$. The second term is then $+sq\,e^{-qz}$ times the same cosine or sine, and the sum vanishes.

At $z=0$ one finds $\partial_zu_x=(s/\mu)(1-\nu)\sin qx=-\partial_xu_z$, so the shear stress is zero. The normal stress is
\begin{equation}
\lambda\nabla\!\cdot\!\mathbf u+2\mu\,\partial_zu_z=[-2\nu s-(1-2\nu)s]\cos qx=-s\cos qx ,
\end{equation}
which is the prescribed load. The surface displacement has amplitude
\begin{equation}
u_q=\frac{(1-\nu)s}{\mu q}=\frac{2(1-\nu^2)s}{Eq}=\frac{2s}{E^*q}.
\label{kernel}
\end{equation}

Suppose first that the surfaces touch everywhere, with tension allowed where it is needed. The surface displacement then equals $h$ plus a constant. With $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$, equation (\ref{kernel}) gives
\begin{equation}
\sigma(\mathbf x)=p_0+\sum_{\mathbf q\ne0}\frac{E^*q}{2}\,h_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}.
\end{equation}
Averaging the square of the fluctuation removes the cross terms between different wavevectors:
\begin{equation}
V=\langle(\sigma-p_0)^2\rangle=\frac{E^{*2}}4\sum_{\mathbf q}q^2|h_{\mathbf q}|^2
=\left(\frac{E^*g}{2}\right)^{2}.
\label{variance}
\end{equation}
The rms gradient enters because pressure and slope both carry one factor of $q$ per unit height.

Now add the roughness in order of increasing $q$, one thin shell at a time. Each shell adds an increment $r$ to the full-contact pressure at a given point. Different Fourier components of a homogeneous Gaussian field are independent, so $r$ is independent of the pressure already present. It is Gaussian with $\langle r\rangle=0$ and $\langle r^2\rangle=dV$. As a numerical test, coarse and fine wavevector bands were combined on 40 random surfaces. Where the coarse pressure lay in its top third, the variance of the fine increment was 0.990 times its value over the whole surface.

Let $P(p,V)\,dp$ be the fraction of the nominal area with pressure between $p$ and $p+dp$. Then
\begin{equation}
P(p,V+dV)=\langle P(p-r,V)\rangle
=P-\langle r\rangle\frac{\partial P}{\partial p}+\frac{\langle r^2\rangle}{2}\frac{\partial^2P}{\partial p^2}+O(dV^2),
\end{equation}
since the third moment vanishes and the fourth is $3\,dV^2$. In the limit $dV\to0$,
\begin{equation}
\frac{\partial P}{\partial V}=\frac12\frac{\partial^2P}{\partial p^2},\qquad P(p,0)=\delta(p-p_0).
\label{diffusion}
\end{equation}
The pressure thus diffuses, with the accumulated variance $V$ in the role of time.

Without adhesion, $p$ cannot be negative, and a condition at $p=0$ is needed. It follows from the elastic field near a contact edge. By (\ref{kernel}), the harmonic function $\phi=\sum u_{\mathbf q}e^{-qz+i\mathbf q\cdot\mathbf x}$ equals the surface displacement at $z=0$, and the pressure fluctuation is $-\tfrac12E^*\partial_z\phi$. Subtracting $2p_0z/E^*$ from $\phi$ keeps it harmonic and leaves its surface value unchanged. With this term included, $-\tfrac12E^*\partial_z\phi$ is the total pressure, which vanishes on the free surface. Close to a smooth edge the problem is two-dimensional. Use polar coordinates $(\rho,\theta)$ in the solid, with contact at $\theta=0$ and the free surface at $\theta=\pi$. A smooth local profile can be continued as a harmonic function even in $z$, which carries no pressure. The remainder vanishes at $\theta=0$ and has zero normal derivative at $\theta=\pi$, so it consists of terms $C_n\rho^{n+1/2}\sin[(n+\tfrac12)\theta]$.

For $n=0$ the contact pressure is $-\tfrac14E^*C_0\rho^{-1/2}$ and the gap outside is $C_0\rho^{1/2}$. A positive $C_0$ means tension and a negative one means interpenetration, so $C_0=0$. The next term gives $p=-\tfrac34E^*C_1\rho^{1/2}$ and a gap $-C_1\rho^{3/2}$, both admissible for $C_1<0$. The pressure therefore rises as $p=k\sqrt\rho$. Along an edge of length $L$, the area with pressure below $p$ is $L\rho=Lp^2/k^2$, and its derivative $2Lp/k^2$ vanishes at $p=0$. Hence
\begin{equation}
P(0^+,V)=0 .
\label{boundary}
\end{equation}
A numerical contact solution for one smooth periodic bump agrees with this: the area below 0.8 of the peak pressure was 3.63 times the area below 0.4 of it. The quadratic law gives 4, and a constant density would give 2. The numerical support is modest: grids of $64^2$, $128^2$ and $256^2$ points give 3.67, 3.53 and 3.63, and on the rough surfaces used below, at $p_0/(E^*g)=0.05$ on $512^2$ points, the area below $0.4\sqrt V$ was about 2.5 times the area below $0.2\sqrt V$. On $128^2$ and $256^2$ points that ratio is only 2.1 to 2.2, so it has not converged with the grid.

The approximation is to use (\ref{diffusion}) with its full-contact coefficient for all $p>0$, together with (\ref{boundary}). Probability that reaches zero is removed and counted as non-contact, and it does not return. In a real partial contact the free surface relaxes, so finer roughness need not produce the full-contact pressure variance inside the contact patches. Points that have separated may also touch again when finer roughness is added.

The boundary problem is solved by an image source of opposite sign at $-p_0$. The Gaussian $G(y)=(2\pi V)^{-1/2}e^{-y^2/2V}$ obeys
\begin{equation}
\frac{\partial G}{\partial V}=\left(\frac{y^2}{2V^2}-\frac1{2V}\right)G=\frac12\frac{\partial^2G}{\partial y^2},
\end{equation}
so that
\begin{equation}
P(p,V)=\frac{1}{\sqrt{2\pi V}}\left[e^{-(p-p_0)^2/2V}-e^{-(p+p_0)^2/2V}\right]
\label{image}
\end{equation}
satisfies (\ref{diffusion}). The two terms cancel at $p=0$, and as $V\to0$ the image collapses to a point outside the physical range. The load is conserved although area is lost:
\begin{equation}
\frac{d}{dV}\int_0^\infty pP\,dp=\frac12\int_0^\infty p\,\frac{\partial^2P}{\partial p^2}\,dp
=\frac12\left[p\frac{\partial P}{\partial p}-P\right]_0^\infty=0 .
\end{equation}
Area leaves the contact at zero pressure and takes no force with it.

The contact fraction is the remaining probability. Put $t=(p\mp p_0)/\sqrt{2V}$ in the two terms of (\ref{image}) and define $x=p_0/\sqrt{2V}$. Then
\begin{equation}
\frac A{A_0}=\int_0^\infty P\,dp=\frac1{\sqrt\pi}\left[\int_{-x}^{\infty}e^{-t^2}dt-\int_x^\infty e^{-t^2}dt\right]
=\frac{1}{\sqrt\pi}\int_{-x}^{x}e^{-t^2}dt=\operatorname{erf}x .
\end{equation}
With $\sqrt V=E^*g/2$ from (\ref{variance}), $x=\sqrt2\,p_0/(E^*g)$, which is the first part of (\ref{law}). A random walk tests this result without using the image formula. Starting 40 unit steps from an absorbing origin, a fraction 0.68254 survives 1600 steps, against $\operatorname{erf}(40/\sqrt{3200})=0.68269$.

For small $x$, integrating $e^{-t^2}=1-t^2+\dots$ gives
\begin{equation}
\operatorname{erf}x=\frac{2}{\sqrt\pi}\left(x-\frac{x^3}{3}+\dots\right),\qquad
\left.\frac{d(A/A_0)}{d[p_0/(E^*g)]}\right|_{0}=\frac{2\sqrt2}{\sqrt\pi}=\sqrt{\frac8\pi}\approx1.596 .
\label{slope}
\end{equation}
The linear law overestimates the error function by 5\% when the contact fraction is 0.415, so within this theory it covers a wide range of loads.

The pressure distribution explains the linearity. Equation (\ref{image}) can be written with $2\sinh(pp_0/V)\,e^{-(p^2+p_0^2)/2V}$ in place of the bracket. For $p_0\ll\sqrt V$ and pressures up to a few $\sqrt V$, the hyperbolic sine equals its argument. Dividing by $A/A_0\simeq\sqrt{2/\pi}\,p_0/\sqrt V$ then gives the distribution within the real contact,
\begin{equation}
\frac{A_0}{A}P(p)\simeq\frac pV\,e^{-p^2/2V},\qquad
\bar p=\frac{p_0A_0}{A}\simeq\sqrt{\frac\pi8}\,E^*g .
\label{rayleigh}
\end{equation}
Neither expression contains $p_0$. Within this theory a larger force at low load creates more contact area with the same distribution of pressures. In the direct elastic solutions described below this holds approximately for the mean pressure: averaged over the two surfaces, the area per unit load fell by 5 to 7\% when $p_0/(E^*g)$ rose from 0.0125 to 0.05. It does not hold for the tail of the distribution: over the same range the area above $2\sqrt V$ per unit load rose by a factor of about 1.8. The scatter between surfaces is large: for seven single surfaces with wavelength ratios of 4 and 10, the fall lay between 2 and 16\% and the factor between 1.2 and 20.

This bears on polishing. Let the local removal rate be $v\,k(p)$ at sliding speed $v$, where $k$ depends on the local contact pressure alone. The mean removal rate is $v\int_0^\infty k(p)P(p)\,dp$, which by (\ref{rayleigh}) is $vA/A_0$ times an average independent of load. Within the theory it is therefore proportional to $p_0v$, the form of Preston's law, even if $k$ is not constant. In the elastic solutions this is approximate for a nonlinear $k$: with $k\propto p^2$ the rate per unit load rose by 10\% on average (2 to 20\% for single surfaces) between reduced loads of 0.0125 and 0.05, and a $k$ with a threshold at $2\sqrt V$ follows the tail and changes much more. The argument fails if abrasive supply, temperature or fluid pressure changes $k$ as load or speed varies.

The opposite limit is near-complete contact. Integration by parts of $\int_x^\infty e^{-t^2}dt$ gives, to leading order for $x\gg1$,
\begin{equation}
1-\frac{A}{A_0}=\operatorname{erfc}x\simeq\frac{e^{-x^2}}{x\sqrt\pi}.
\end{equation}
In this theory contact is never complete at finite load, because the Gaussian full-contact pressure reaches arbitrarily far into tension. A finite periodic surface does close completely; the two used below do so at $p_0/(E^*g)$ near 1.7 and 1.8. In the theory the non-contact fraction is twice the fraction $\tfrac12\operatorname{erfc}x$ that would be under tension in bonded full contact. The factor 2 belongs to the closure: an isolated circular gap opened by a parabolic tension has $3/2$ of the area under tension, and elastic solutions for the two surfaces give 1.5 to 1.6 for $p_0/(E^*g)$ between 1.2 and 0.5. If that bonded distribution were merely cut off at zero pressure, the contact fraction would be $\tfrac12(1+\operatorname{erf}x)$, which tends to one half at zero load. The absorbing boundary removes this unphysical result.

The error of the approximation can be measured by solving the elastic contact problem directly, with non-negative pressure and gap at every grid point. Two periodic surfaces with Hurst exponent 0.8 were used, with wavelengths between one quarter and about one sixteenth of the period. Contact areas on grids of $128^2$ and $256^2$ points were averaged over the two surfaces and extrapolated on the assumption that the error is linear in grid spacing.
\begin{center}
\begin{tabular}{cccc}
$p_0/(E^*g)$ & elastic $A/A_0$ & theory & ratio\\
0.05 & 0.109 & 0.080 & 1.36\\
0.20 & 0.372 & 0.311 & 1.20\\
0.50 & 0.749 & 0.683 & 1.10
\end{tabular}
\end{center}
The theory gives too little area in all three cases, and its relative error in the contact area shrinks as contact becomes more complete. The non-contact area behaves differently: the theory overestimates it by 3\%, 10\% and 26\% at the three loads, and by 24 to 36\% at reduced loads between 0.8 and 1.2. At the lowest load the elastic area divided by $p_0/(E^*g)$ is about 2.2, against 1.6 in the theory. At that load a $512^2$ grid moves the extrapolated area by less than 0.001, but the scatter between surfaces is larger: the ratio is 1.29 and 1.43 for the two surfaces taken separately, and between 1.31 and 1.47 for five others. Two surfaces do not establish a universal coefficient. They do show that $\sqrt{8/\pi}$ belongs to the closure and is not an exact elastic constant.

As an example, take a wet polyurethane pad polishing an oxide-covered wafer. The following inputs are rough typical values, not data for a particular pad: $p_0=3$ psi $=20.7$ kPa, $E=100$ MPa, $\nu=0.4$ and rms roughness $h_0=3\,\mu$m. The roughness is assigned to the pad; at small slopes and without friction, the contact depends on the gap profile, whichever body carries it. The power spectrum varies as $q^{-2-2H}$ with $H=0.8$, between wavelengths of 200 and 20 $\mu$m. In two dimensions the mean-square height is proportional to $\int q^{-1-2H}dq$ and the mean-square gradient to $\int q^{1-2H}dq$. With $q_0=2\pi/(200\,\mu\mathrm m)$ and a wavelength ratio of 10,
\begin{equation}
g^2=h_0^2q_0^2\;\frac{(10^{0.4}-1)/0.4}{(1-10^{-1.6})/1.6}=0.055,\qquad g=0.235 .
\end{equation}
The modulus is $E^*=100/(1-0.16)=119$ MPa, and $\sqrt V=119\times0.235/2=14.0$ MPa. The reduced load is $p_0/(E^*g)=7.40\times10^{-4}$, so
\begin{equation}
\frac A{A_0}=1.596\times7.40\times10^{-4}=1.18\times10^{-3},\qquad \bar p=17.5\ \mathrm{MPa}.
\end{equation}
About 0.12\% of the pad area carries the load. Doubling the load with all else fixed doubles this fraction to 0.24\% and leaves $\bar p$ at 17.5 MPa. If the ratio 1.36 found at a reduced load of 0.05 also held here, at a load nearly 70 times smaller, the area would be about 0.16\% and the mean contact pressure about 13 MPa.

Real pads are porous, viscoelastic and cut by conditioning, so their heights need not be Gaussian. The result also depends on the short-wavelength cutoff, which is an assumed input here. Moving it from 20 to 2 $\mu$m, at fixed rms height, exponent and modulus, raises $g$ to 0.43 and lowers the contact fraction to 0.064\%. Plastic flow is tied to the same choice. By (\ref{rayleigh}), the share of contact area above a hardness $p_H$ is $e^{-p_H^2/2V}$. For a rough hardness of 40 MPa this is 1.7\% with the 20 $\mu$m cutoff, but about 30\% with the 2 $\mu$m cutoff, where an elastic model is no longer adequate. Hardness marks fully plastic flow. In a Hertz contact on an elastic-plastic solid, yield begins at a peak pressure of 0.58 to 0.62 of the hardness for $\nu=0.4$ and a hardness of 3.0 to 2.8 times the yield stress, here 23 to 25 MPa, and by (\ref{rayleigh}) 21 to 25\% of the contact area exceeds that already with the 20 $\mu$m cutoff. A hardness of 20 MPa would put 36\% of the area above the hardness itself. On these estimates the elastic model is marginal for this pad at either cutoff. The shares rest on the tail of (\ref{rayleigh}), which may be too heavy: in the elastic solutions for the two surfaces above, 2 to 4\% of the contact area lay above $2\sqrt V$ at low load, against 13.5\% in the theory. A model of independent Hertzian summits with the pad's spectrum, the 20 $\mu$m cutoff and the pad's load gives a contact fraction of 0.16\% and a mean contact pressure of 13 MPa. It puts 0.2\%, 8\% and 16\% of the contact area above 40, 24 and 20 MPa, well below the shares from (\ref{rayleigh}). Softening of the pad by 30\%, as heating may cause, raises the area fraction to 0.17\%.

Several other neglected effects can be sized. Pulling a circular contact of radius $a$ back by a uniform displacement $\delta$ takes a force $2E^*a\delta$ and stores an energy $E^*a\delta^2$. At fixed $\delta$ the derivative of this energy with respect to $a$ is $E^*\delta^2$. Setting it equal to $2\pi aw$, with $w$ the work of adhesion, gives a mean adhesive traction $2E^*\delta/(\pi a)=2\sqrt{2E^*w/\pi a}$. With $w=0.02$ J/m$^2$ and $a=5\,\mu$m this is 1.1 MPa, or 6\% of $\bar p$. Slurry of viscosity $\eta=1$ mPa\,s, sheared at $v=1$ m/s in a gap $d=9\,\mu$m, has a lubrication pressure scale $6\eta v/(d^2q_0)=2.4$ kPa, or 11\% of the applied pressure. It varies in sign along the surface, so it is a scale and not a net lift. This covers the roughness length alone. In a one-dimensional Reynolds estimate, a gap near 9 $\mu$m that narrows by 0.5 $\mu$m carries a mean pressure of 0.7 kPa over 2 mm, 7 kPa over 20 mm and 69 kPa over 200 mm. Unless grooves relieve it, fluid pressure can therefore change the load on the asperities by an amount comparable to $p_0$. Finite slope brings corrections of order $g^2$, about 6\% (19\% with the 2 $\mu$m cutoff), and for $\nu\ne\tfrac12$ one of first order in $g$, the in-plane surface strain $(1-2\nu)\bar p/2\mu$, about 5\%. Friction, which acts on a sliding pad, is not included in the model or in these estimates. The oxide, taken as a half-space with $E=70$ GPa and $\nu=0.17$, adds 0.17\% to the compliance; under a film much thinner than the roughness wavelengths the stiffer silicon governs and the share is smaller, about 0.07\%. A pad thickness of 1.3 mm gives $q_0$ times thickness equal to 41, so the deformation at the roughness wavelengths has decayed long before it reaches the backing.

\section*{Table of computed values}
\begin{verbatim}
Low-load slope, theory: 1.59577; absorbing walk: 1.59525
Walk area: 0.68254; error-function area: 0.68269
Largest full-contact variance error: 0.36 %
Conditional/unconditional increment variance: 0.990
Smooth bump area, numerical/Hertz: 1.054
Edge area ratio on doubling pressure: 3.63
p0/(Es g)=0.05: area grid128=0.1184, grid256=0.1135, extrapolated=0.1086, theory=0.0797, ratio=1.364
p0/(Es g)=0.20: area grid128=0.3915, grid256=0.3815, extrapolated=0.3716, theory=0.3108, ratio=1.195
p0/(Es g)=0.50: area grid128=0.7620, grid256=0.7554, extrapolated=0.7487, theory=0.6827, ratio=1.097
Elastic A/A0 divided by p0/(Es g), lowest load: 2.173
Linear law 5 % high at contact fraction: 0.415
Applied pressure: 3.0 psi = 20.68 kPa
Pad Young modulus: 100 MPa; Poisson ratio: 0.40
Pad plane-strain modulus: 119.05 MPa
Rms roughness: 3.0 um; Hurst exponent: 0.8
Roughness wavelengths: 200 to 20 um
Rms gradient: 0.2347
Full-contact pressure standard deviation: 13.97 MPa
Reduced load p0/(Es g): 7.4018e-04
Real contact fraction: 1.1811e-03 = 0.1181 %
Mean real contact pressure: 17.512 MPa
At doubled load: fraction=2.3623e-03, mean contact pressure=17.512 MPa
Pad hardness input: 40 MPa
Contact area above hardness: 1.66 %
Adhesion inputs: work=0.020 J/m2, patch radius=5.0 um
Mean adhesive traction scale: 1.10 MPa = 6.3 % of contact pressure
Slurry inputs: viscosity=1.0 mPa s, speed=1.0 m/s, gap=9.0 um
Slurry pressure scale: 2.36 kPa = 11.4 % of applied pressure
Oxide inputs: E=70 GPa, nu=0.17
Pad/oxide plane-strain modulus: 0.165 %
Finite-slope scale g squared: 5.51 %
Pad thickness: 1.3 mm; longest-wave q times thickness: 40.8
Contact fraction after 30 % softening: 1.6874e-03
Shorter cutoff 2.0 um: gradient=0.4345, contact fraction=6.3815e-04
\end{verbatim}
